\section*{Quantum-Size Oscillations of In-Plane Stress in a Free-Electron Film, part 2}

Non-interacting electrons of mass $m$, with both spins counted and at zero temperature, fill a film between impenetrable walls a distance $L$ apart. We seek the shape and size of the oscillation of the in-plane electronic stress $\sigma$ with $L$. Stress is positive in tension, and $L$ is clamped during the in-plane strain.

Films are compared at equal mean density $n=k_F^3/(3\pi^2)$, where $k_F$ is the bulk Fermi wave number. The bulk gas has $E_F=\hbar^2k_F^2/(2m)$, $\lambda_F=2\pi/k_F$ and pressure $P_0=\frac25nE_F$. Per area, the film has $n_s=nL$ electrons and energy $e$. Its chemical potential $\mu$ is measured from the well bottom. At fixed $L$, $de=\mu\,dn_s$, and $\sigma L=e-\mu n_s$.

The dimensionless lengths are $q=k_FL/\pi$, the thickness in units of $\lambda_F/2$, and $x=L\sqrt{2m\mu}/(\pi\hbar)$, so that $\mu/E_F=x^2/q^2$. The subbands $j=1,\dots,p$ are occupied, with $p$ the integer part of $x$. With $\Sigma_1(x)=\sum_{j=1}^{p}(x^2-j^2)$ and $\Sigma_2(x)=\sum_{j=1}^{p}(x^2-j^2)^2$, the density and stress conditions are
\begin{equation}
q^3=\frac32\,\Sigma_1(x),
\label{eq:density}
\end{equation}
\begin{equation}
r(q)\equiv\frac{\sigma}{P_0}=-\frac{15}{8q^5}\,\Sigma_2(x),
\label{eq:r}
\end{equation}
or, taken together,
\begin{equation}
q^3=\tfrac32\Sigma_1(x),\qquad
\frac{\sigma}{P_0}=-\frac{15}{8q^5}\,\Sigma_2(x).
\label{eq:recall}
\end{equation}

Subband $M$ opens at $x=M$, where $q=q_M$ with $q_M^3=M(M-1)(M+\tfrac14)$. For $M\ge2$ each opening is a cusp-like minimum of $\sigma$, at which the slope jumps upward. The openings lie at thicknesses $L_M=\pi q_M/k_F$, with spacing
\begin{equation}
L_{M+1}-L_M=\frac{\lambda_F}{2}
\left[1+\frac{7}{48M(M+1)}+O(M^{-3})\right].
\label{eq:spacing}
\end{equation}
Cube roots are expanded with $(1+u)^{1/3}=1+u/3-u^2/9+O(u^3)$.

\subsection{From sums to smooth and periodic parts}

Let $g(t)=(1-t^2/x^2)^\nu$ for $|t|\le x$ and zero elsewhere, with $\nu=1$ or 2. This function is even and continuous, and its Fourier transform falls at least as the inverse square of the frequency, so Poisson summation applies. It equates the sum of $g$ over all integers to the sum of its Fourier integrals. Removing the term $g(0)=1$ and halving the rest gives
\begin{equation}
\sum_{j=1}^{p}g(j)=-\frac12+\int_0^xg\,dt
+2\sum_{s=1}^{\infty}\int_0^xg(t)\cos(2\pi st)\,dt .
\label{eq:poisson}
\end{equation}
The smooth integrals are $2x/3$ for $\nu=1$ and $8x/15$ for $\nu=2$. In the others put $t=xu$ and $z=2\pi sx$, so that each equals $x I_\nu(z)$ with $I_\nu=\int_0^1(1-u^2)^\nu\cos(zu)\,du$. Integration by parts gives
\begin{equation}
I_1=\frac2z\int_0^1u\sin(zu)\,du=\frac{2(\sin z-z\cos z)}{z^3}.
\label{eq:I1}
\end{equation}
For $\nu=2$ one integration by parts gives $I_2=(4/z)\int_0^1u(1-u^2)\sin(zu)\,du$. The integral is $-dI_1/dz$, and hence
\begin{equation}
I_2=-\frac4z\frac{dI_1}{dz}
=\frac{8\left[(3-z^2)\sin z-3z\cos z\right]}{z^5}.
\label{eq:I2}
\end{equation}

The sums over $s$ are Bernoulli polynomials of the fractional part $\theta=\{x\}$. The first one needed is $B_2(\theta)=\theta^2-\theta+\frac16$. It has zero mean on $[0,1]$, and two integrations by parts give $\int_0^1B_2\cos(2\pi s\theta)\,d\theta=1/(2\pi^2s^2)$. Its sine coefficients vanish by symmetry about $\theta=\frac12$. The next polynomials follow from $B_k'=kB_{k-1}$ with zero mean, so their series are obtained by integrating term by term:
\begin{align}
B_2&=\frac1{\pi^2}\sum_s\frac{\cos2\pi s\theta}{s^2},&
B_3&=\frac3{2\pi^3}\sum_s\frac{\sin2\pi s\theta}{s^3},\nonumber\\
B_4&=-\frac3{\pi^4}\sum_s\frac{\cos2\pi s\theta}{s^4},&
B_5&=-\frac{15}{2\pi^5}\sum_s\frac{\sin2\pi s\theta}{s^5}.
\label{eq:bern}
\end{align}

For $\Sigma_1$, multiply (\ref{eq:poisson}) by $x^2$. The periodic part is $2x^3\sum_sI_1$. Its cosine terms are $-4x^3\cos z/z^2=-x\cos z/(\pi^2s^2)$, which sum to $-xB_2$. Its sine terms are $4x^3\sin z/z^3=\sin z/(2\pi^3s^3)$, which sum to $B_3/3$. Therefore
\begin{equation}
\Sigma_1=\frac{2x^3}{3}-\frac{x^2}{2}-xB_2+\frac{B_3}{3}.
\label{eq:S1}
\end{equation}
For $\Sigma_2$, multiply by $x^4$. The three terms of $2x^5I_2$ are
\begin{align}
-\frac{16x^5\sin z}{z^3}&=-\frac{2x^2\sin z}{\pi^3s^3},&
-\frac{48x^5\cos z}{z^4}&=-\frac{3x\cos z}{\pi^4s^4},\nonumber\\
\frac{48x^5\sin z}{z^5}&=\frac{3\sin z}{2\pi^5s^5}.
\end{align}
By (\ref{eq:bern}) they sum to $-\frac43x^2B_3$, $xB_4$ and $-\frac15B_5$, so that
\begin{equation}
\Sigma_2=\frac{8x^5}{15}-\frac{x^4}{2}-\frac43x^2B_3+xB_4-\frac{B_5}{5}.
\label{eq:S2}
\end{equation}
Both identities are finite and hold without approximation for $x\ge1$. They were tested against direct sums.

\subsection{The law at fixed density}

Insert (\ref{eq:S1}) into the density condition (\ref{eq:recall}):
\begin{equation}
q^3=x^3\left[1-\frac{3}{4x}-\frac{3B_2}{2x^2}+O(x^{-3})\right].
\end{equation}
The cube root, expanded as before, is
\begin{equation}
q=x-\frac14-\left(\frac1{16}+\frac{B_2}{2}\right)\frac1x+O(x^{-2}),
\end{equation}
where $1/16$ comes from the square of $3/(4x)$ divided by nine. In the last displayed term $1/x$ may be replaced by $1/q$ at this order, which gives
\begin{equation}
x=q+\frac14+\frac cq+O(q^{-2}),\qquad
c=\frac1{16}+\frac{B_2(\{x\})}{2}.
\label{eq:xq}
\end{equation}

In the stress, (\ref{eq:S2}) gives $\frac{15}8\Sigma_2=x^5-\frac{15}{16}x^4+O(x^2)$. From (\ref{eq:xq}),
\begin{align}
\frac{x^5}{q^5}&=1+\frac{5}{4q}+\frac{5c+10/16}{q^2}+O(q^{-3}),\\
\frac{x^4}{q^5}&=\frac1q+\frac1{q^2}+O(q^{-3}).
\end{align}
The coefficient of $1/q$ is $5/4-15/16=5/16$. That of $1/q^2$ is
\begin{equation}
5c+\frac{10}{16}-\frac{15}{16}
=\frac5{16}+\frac52B_2+\frac{10}{16}-\frac{15}{16}=\frac52B_2 ,
\end{equation}
so the constant parts cancel. The periodic continuation of $B_2$ has slope of magnitude at most one, and $x$ differs from $q+\frac14$ by $O(q^{-1})$. Replacing one by the other in $B_2$ thus costs $O(q^{-3})$ in the stress:
\begin{equation}
\boxed{\;
\frac{\sigma}{P_0}=-\left[1+\frac{5}{16q}
+\frac{5}{2q^2}\,B_2\!\left(\left\{q+\tfrac14\right\}\right)
+O(q^{-3})\right]\;}
\label{eq:law}
\end{equation}

The first term is the bulk limit. The second comes from the walls: multiplied by $L$ it is a force per length that doesn't depend on thickness. It is the balance of two effects, a higher chemical potential ($+5/4$) and the states removed near $j=0$ ($-15/16$). The third has period one in $q$, hence period $\lambda_F/2$ in $L$. Since $B_2$ runs from $1/6$ at an opening to $-1/12$ halfway between openings, the peak-to-peak range at leading order is
\begin{equation}
\Delta\sigma=\frac52\cdot\frac14\,\frac{P_0}{q^2}=\frac{5P_0}{8q^2}.
\label{eq:range}
\end{equation}
The first harmonic of the series for $B_2$, with $\cos(2\pi q+\pi/2)=-\sin(2k_FL)$, contributes $+\frac52P_0\sin(2k_FL)/(k_FL)^2$ to $\sigma$. Its argument contains $2k_FL$, the phase gathered by an electron at the Fermi level in crossing the film and returning. This is why the period is half the Fermi wavelength and not the whole.

\subsection{Why the constraint matters}

Squaring (\ref{eq:xq}) gives the chemical potential,
\begin{equation}
\frac{\mu}{E_F}=\frac{x^2}{q^2}
=1+\frac1{2q}+\frac{3/16+B_2}{q^2}+O(q^{-3}),
\label{eq:mu}
\end{equation}
since $2c+\frac1{16}=\frac3{16}+B_2$. Its oscillating part is $\delta\mu=E_FB_2/q^2$, highest when a new subband is about to fill. Let $\omega=\sigma L=e-\mu n_s$. At fixed $L$, $d\omega=-n_sd\mu$, because $de=\mu\,dn_s$. With $n_s=nL$, the oscillation of $\mu$ changes the stress by $-n\,\delta\mu=-nE_FB_2/q^2=-\frac52P_0B_2/q^2$, which is the whole oscillating term of (\ref{eq:law}) at this order.

If $\mu$ is held fixed instead, this contribution is absent. Then $x=kL/\pi$ with $k=\sqrt{2m\mu}/\hbar$. Let $P_\mu$ be the bulk pressure at the same $\mu$. Equation (\ref{eq:r}) with $q$ and $P_0$ replaced by $x$ and $P_\mu$, together with (\ref{eq:S2}), gives
\begin{equation}
\frac{\sigma}{P_\mu}=-1+\frac{15}{16x}+\frac{5B_3(\{x\})}{2x^3}+O(x^{-4}).
\label{eq:fixedmu}
\end{equation}
The period is again half the Fermi wavelength, $\pi/k$, but the oscillation falls as $L^{-3}$ instead of $L^{-2}$. It also has no cusps, because a new subband enters $\Sigma_2$ as $(x^2-M^2)^2$, whose slope vanishes at the opening.

\subsection{A film 2 nm thick}

Take a model metal with $n=100~\mathrm{nm^{-3}}$. Then $k_F=(3\pi^2n)^{1/3}=14.36~\mathrm{nm^{-1}}$, $E_F=7.856$~eV, and $\lambda_F/2=\pi/k_F=0.21878$~nm. The bulk pressure is $0.4\times100\times7.856=314.2~\mathrm{eV\,nm^{-3}}$, or 50.35~GPa. For $L=2$~nm, $q=2/0.21878=9.1416$.

Nine subbands are occupied. With $\sum j^2=285$, the density condition gives $x^2=(2q^3/3+285)/9=88.256$, so $x=9.394$ and $\mu=E_Fx^2/q^2=8.297$~eV. With $\sum j^4=15333$,
\begin{equation}
\Sigma_2=9x^4-570x^2+15333\simeq3.513\times10^4,
\end{equation}
and (\ref{eq:r}) gives $\sigma=-51.94$~GPa. A numerical area derivative of the energy, using levels from a diagonalized Hamiltonian, and a separate quadrature for uniaxial strain give the same value.

In the asymptotic law the fractional part of $q+\frac14$ is 0.3916, so $B_2=-0.0716$. The bracket is $1+0.03418-0.00214=1.03204$, and $\sigma=-51.96$~GPa. The error is 0.03\% of the total stress. That is a lenient measure, since most of the stress is smooth. Relative to the oscillating part, 0.125~GPa in the subband sum, the error of 0.017~GPa is 14\%.

The neighbouring cusps lie at 1.9106~nm ($M=9$) and 2.1298~nm ($M=10$). Their distance of 0.2192~nm exceeds $\lambda_F/2$ by 0.18\%; the correction in (\ref{eq:spacing}) predicts $7/(48\times90)=0.16\%$. For $M=2$ the excess is 4.1\%, and for $M=40$ it is 0.009\%.

After the smooth part $-P_0[1+5/(16q)]$ is removed, the stress is $-0.286$ and $-0.229$~GPa at the two cusps and reaches $+0.135$~GPa between them, at 2.017~nm. The range is 0.421~GPa. Equation (\ref{eq:range}) at $L=2$~nm gives 0.377~GPa, which is 10\% lower than the range found. Part of the gap arises because the deeper cusp lies at smaller $q$: with $q_9=8.733$, the leading term there is $-\frac5{12}P_0/q_9^2=-0.275$~GPa. The rest is of higher order in $1/q$. The largest error of (\ref{eq:law}), multiplied by $q^2$, falls from 0.047 for $q$ between 10 and 11 to 0.0063 for $q$ between 80 and 81. It nearly halves at each doubling of $q$, as a remainder of order $q^{-3}$ should.

At fixed $\mu=E_F$, with the smooth terms of (\ref{eq:fixedmu}) removed, the range for $x$ between 9 and 10 (thickness 1.97 to 2.19~nm) is 0.0143~GPa, smaller by a factor of 29. Over the thicknesses 1.911 to 2.130~nm used above it is 0.017~GPa, a factor of 25. This ripple is too weak to overcome the slope of the term $15/(16x)$, so in this range the total stress at fixed $\mu$ has neither maxima nor minima. Further values are in the numerical output.

\subsection{Limits of the result}

The large term $-P_0$ isn't the stress of a real film. Electrostatic, exchange, correlation and ionic contributions are absent from the model, and without them the electron gas isn't held together. Those contributions may also respond to thickness, so the amplitude in (\ref{eq:law}) is that of the kinetic stress in this model. The amplitude also refers to a clamped thickness. The energy scales as the inverse square of length, so the stress $\sigma_{zz}$ normal to the film obeys $2\sigma+\sigma_{zz}=-2e/L$. In $e=\omega+\mu n_s$ the oscillations $-n_s\delta\mu$ and $+n_s\delta\mu$ cancel at order $q^{-2}$, so $\sigma_{zz}$ oscillates as $+5P_0B_2/q^2$, twice as strongly as $\sigma$ and with the opposite sign. If a free surface lets this normal stress relax in an isotropic elastic film of Poisson ratio $\nu_P$, the in-plane oscillation is multiplied by $1+2\nu_P/(1-\nu_P)=(1+\nu_P)/(1-\nu_P)$, about 1.9 for $\nu_P=0.3$.

The period is less sensitive than the phase. Suppose that the hard walls stand a fixed distance $b$ further apart than the thickness of the ionic background, as a crude account of electron spill-out. Then $n_s=n(L-b)$, and $q^3$ in (\ref{eq:density}) becomes $q^2(q-\beta)$ with $\beta=k_Fb/\pi$. The openings move to $q=M-\frac14+\beta/3+O(M^{-1})$. They are displaced, but their spacing still tends to $\lambda_F/2$.

The thermal energy $k_BT$ must be very small compared with the subband spacing at the Fermi level, about $2E_F/q=1.7$~eV in the example. When $k_BT$ is a tenth of this spacing, the oscillation is already reduced to about half; at room temperature the loss is below a tenth. The thickness must also be uniform: if it is spread evenly over $\lambda_F/2$, the leading oscillation averages to zero, because $B_2$ has zero mean. Finally, a film that grows in layers of height $d$ samples the curve only at multiples of $d$. The phase $2k_FL$ then advances by $2k_Fd$ per layer, and only its value modulo $2\pi$ is visible, so the period seen in a sequence of layers can be much longer than $\lambda_F/2$.

\section*{Table of computed values}
\begin{verbatim}
density n = 100.0 nm^-3
Fermi wave number kF = 14.3595 nm^-1
Fermi energy EF = 7.8560 eV
half Fermi wavelength = 0.21878 nm
bulk electron pressure P0 = 50.347 GPa
film thickness L = 2.000 nm
q = 9.1416 (dimensionless)
x = 9.3944 (dimensionless)
occupied subbands = 9 (count)
chemical potential = 8.2966 eV
stress, subband sum = -51.9433 GPa
stress, area derivative = -51.9432 GPa
stress, uniaxial quadrature = -51.9433 GPa
stress, asymptotic law = -51.9603 GPa
smooth part of stress = -52.0681 GPa
oscillating part of stress = 0.1248 GPa
M; cusp thickness (nm); spacing to next (nm); spacing/(half wavelength)
  2; 0.36120; 0.22767; 1.040643
  3; 0.58887; 0.22246; 1.016823
  5; 1.03214; 0.22007; 1.005877
  9; 1.91059; 0.21917; 1.001798
 10; 2.12976; 0.21910; 1.001456
 20; 4.31929; 0.21886; 1.000364
 40; 8.69574; 0.21880; 1.000091
spacing coefficient at M=40 = 0.1493 (limit 0.1458)
oscillation at cusp M=9: -0.2860 GPa
oscillation at cusp M=10: -0.2293 GPa
most tensile oscillation between: 0.1346 GPa at L = 2.0171 nm
range between these cusps = 0.4206 GPa
range from 5 P0/(8 q^2) at L = 0.3765 GPa
fixed-mu (mu=EF) range, x from 9 to 10 = 0.01429 GPa
q window start; largest error of law times q^2 (dimensionless)
 10; 0.04744
 20; 0.02454
 40; 0.01248
 80; 0.00628
\end{verbatim}
